# Variational Monte Carlo for fourteen electrons in a periodic cube

## What scaling and symmetry fix

Take $N$ electrons on a uniform neutralizing background in a cube of side $L$ and volume $\Omega=L^3$, with periodic boundaries. In Hartree atomic units the density is set by $r_s$, the radius in bohr of a sphere holding one electron on average: $\Omega=N\,4\pi r_s^3/3$. Write every position as $\mathbf r=r_s\mathbf x$. Two derivatives bring $r_s^{-2}$ and the Coulomb potential brings $r_s^{-1}$, so

$$H=\frac{1}{r_s^2}\left(-\frac12\sum_i\nabla_{x_i}^2\right)+\frac{1}{r_s}V(\mathbf x).$$

A determinant of plane waves keeps its shape under this scaling. Its energy per electron must therefore be $A_N/r_s^2+B_N/r_s$, with pure numbers $A_N$ and $B_N$. Correlation changes the wave function with $r_s$ and adds a term that scaling does not determine. Monte Carlo with a trial wave function recovers part of it.

Translation symmetry suggests plane-wave orbitals. With $k=2\pi/L$, the seven lowest are spanned by the real functions $1,\cos kx,\cos ky,\cos kz,\sin kx,\sin ky,\sin kz$. Seven electrons of each spin fill them, which gives $N=14$ and a uniform density. Twelve electrons have kinetic energy $k^2/2$ and two have none:

$$T_0=12\,\frac{k^2}{2}=6k^2.$$

## Two electrons by hand

Put two equal-spin electrons on a ring, with orbitals $1$ and $\sin\theta$, where $\theta=kx$. The Slater matrix $A_{ej}=\phi_j(r_e)$ has one row per electron, and $D=\det A=\sin\theta_2-\sin\theta_1$. At $\theta_1=0$, $\theta_2=\pi/2$,

$$A=\begin{pmatrix}1&0\\1&1\end{pmatrix},\qquad B=A^{-1}=\begin{pmatrix}1&0\\-1&1\end{pmatrix}.$$

**A move.** Propose $\theta_1'=-\pi/2$, with new row $\phi'=(1,-1)$. The ratio of determinants is this row times the first column of $B$: $q=1\cdot1+(-1)(-1)=2$. Directly, $D$ goes from 1 to 2. The density ratio is $q^2=4$, so the move is accepted.

To update $B$, form $v=\phi'B-(1,0)=(2,-1)-(1,0)=(1,-1)$ and subtract the old first column times $v/q$:

$$B'=\begin{pmatrix}1&0\\-1&1\end{pmatrix}-\frac12\begin{pmatrix}1\\-1\end{pmatrix}(1,-1)=\frac12\begin{pmatrix}1&1\\-1&1\end{pmatrix}.$$

Multiplying by the new matrix, with rows $(1,-1)$ and $(1,1)$, gives the identity.

**Two kinetic estimators.** Since $\nabla^2D=-k^2D$, the local value $-\frac12\nabla^2D/D$ is $k^2/2$ everywhere. The gradient estimator is

$$g=\frac12|\nabla\ln D|^2=\frac{k^2}{2}\,\frac{\cos^2\theta_1+\cos^2\theta_2}{(\sin\theta_2-\sin\theta_1)^2}.$$

It equals $k^2/2$ before the move and zero after it. In its average over $D^2$ the denominator cancels. The angular averages of $\cos^2\theta_1+\cos^2\theta_2$ and $(\sin\theta_2-\sin\theta_1)^2$ are both 1, so $\langle g\rangle=k^2/2$: the means agree. The average of $g^2$, however, contains $D^2g^2\propto1/D^2$. Near $\theta_1=\theta_2$ this behaves as $1/(\theta_2-\theta_1)^2$, which is not integrable. The gradient estimator has a finite mean and an infinite variance.

**Blocking.** Suppose four successive samples are $2,2,0,0$, with mean 1. Treated as independent, their variance is $4/3$ and the error of the mean is $\sqrt{(4/3)/4}=0.58$. Averaged in pairs they become $2,0$, with variance 2 and error $\sqrt{2/2}=1$. Neighbouring samples repeat information, and blocking exposes this.

## The trial function

For 14 electrons take

$$\Psi=D_\uparrow D_\downarrow e^{J},\qquad J=-\sum_{i<j}u(r_{ij}),$$

where $r_{ij}$ is the distance to the nearest periodic image. The function is antisymmetric within each spin group, so its mean energy bounds from above the lowest energy of this cell with seven electrons of each spin. Let

$$u(r)=t^3(\alpha+\beta r),\qquad t=1-\frac rR,\qquad R=\frac L2,$$

for $r<R$, and $u=0$ beyond. The cube makes $u$, $u'$ and $u''$ vanish at $R$. By the product rule with $t'=-1/R$,

$$u'=-\frac{3t^2}{R}(\alpha+\beta r)+\beta t^3,\qquad u''=\frac{6t}{R^2}(\alpha+\beta r)-\frac{6\beta t^2}{R}.$$

The slope at $r=0$ must cancel the Coulomb divergence. In the relative coordinate $\mathbf r$ of two electrons, the kinetic operator is $-\nabla_r^2$.

- Opposite spins: $\Psi\propto1-u'(0)r$, and $\nabla^2r=2/r$. The divergent part of the local energy is $[2u'(0)+1]/r$, so $u'(0)=-\frac12$.
- Equal spins: $\Psi\propto(\mathbf g\cdot\mathbf r)[1-u'(0)r]$. Here $\nabla^2[(\mathbf g\cdot\mathbf r)r]=(\mathbf g\cdot\mathbf r)\,2/r+2\,\mathbf g\cdot\mathbf r/r=4\,\mathbf g\cdot\mathbf r/r$, so $4u'(0)+1=0$ and $u'(0)=-\frac14$.

Since $u'(0)=\beta-3\alpha/R$, this fixes $\beta=3\alpha/R-c$, with $c=\frac12$ or $\frac14$. One free amplitude $\alpha$ remains if the equal-spin amplitude is set, as a choice, to $\alpha/\sqrt2$.

The program tests the cancellation by shrinking a pair distance from $10^{-3}$ to $10^{-4}$ bohr. In the configuration tested, the local energy changes by less than 0.001 hartree for either spin pairing. Without the Jastrow factor, the opposite-spin pair changes it by 9000 hartree.

## Moves and the inverse matrix

Move electron $e$ by a random vector, uniform in a cube centred on its old position. Forward and reverse proposals are equally likely. Accept with probability

$$\min\left(1,\;q^2e^{-2\Delta U}\right),\qquad U=\sum_{i<j}u(r_{ij}).$$

The flow from configuration $X$ to $X'$ is then proportional to $\min(|\Psi(X)|^2,|\Psi(X')|^2)$. This is symmetric in the two, so each move leaves $|\Psi|^2$ invariant.

The update seen for two electrons holds for any size $n$ of the spin group. Let $\hat e$ be the unit column for row $e$. The new matrix is $A'=A+\hat e w$, with $w=\phi'-(\text{row }e\text{ of }A)$. Because row $e$ of $A$ times $B$ is $\hat e^T$,

$$A'B=I+\hat e v,\qquad v=\phi'B-\hat e^T.$$

This matrix differs from $I$ in row $e$ alone, so its determinant is its diagonal element there:

$$q=\frac{\det A'}{\det A}=1+v_e=\sum_j\phi_j(\mathbf r')B_{je}.$$

Its inverse is $I-\hat e v/q$, because

$$(I+\hat ev)\left(I-\frac{\hat ev}{q}\right)=I+\hat ev\left(1-\frac{1+v_e}{q}\right)=I.$$

Hence, with $B_e$ the old column $e$,

$$B'=B(A'B)^{-1}=B-\frac{B_e\,v}{q}.$$

This Sherman-Morrison update needs of order $n^2$ operations, against $n^3$ for a new inversion by elimination. It fails at $q=0$, but such a move has zero acceptance probability. As a precaution against rounding errors, $B$ is recomputed every 32 sweeps. The largest element of $AB-I$ found just before a refresh was $1.4\times10^{-14}$.

## The local kinetic energy

The ratio $q$ is linear in the new orbital row. Differentiating it at the old position gives

$$\nabla_i\ln D=\sum_j\nabla\phi_j(\mathbf r_i)B_{ji},\qquad \frac{\nabla_i^2D}{D}=\sum_j\nabla^2\phi_j(\mathbf r_i)B_{ji},$$

where $D=D_\uparrow D_\downarrow$ and $B$ belongs to the spin of electron $i$. As $\nabla^2\phi_j=-k_j^2\phi_j$ and $BA=I$, the sum over all electrons is $\nabla^2D/D=-\sum k_j^2=-2T_0$. From here on $\nabla$ without an index acts on all 42 coordinates.

For the Jastrow factor,

$$\nabla_iJ=-\sum_{j\ne i}u'(r_{ij})\hat{\mathbf r}_{ij},\qquad \nabla_i^2J=-\sum_{j\ne i}\left(u''+\frac{2u'}{r_{ij}}\right),$$

with $\hat{\mathbf r}_{ij}$ pointing from $j$ to $i$. Applying the product rule twice to $De^J$ yields

$$T_L=-\frac12\frac{\nabla^2\Psi}{\Psi}=-\frac12\left[\frac{\nabla^2D}{D}+2\nabla\ln D\cdot\nabla J+\nabla^2J+|\nabla J|^2\right].$$

Finite differences of $\Psi$ built from scratch reproduce $T_L$ with a deviation of $1.5\times10^{-7}$ relative to $1+|T_L|$.

## Three averages of one kinetic energy

The function $\Psi\nabla\Psi$ is periodic and bounded, so the integral of its divergence over the cell vanishes. The cusps do not matter: small spheres around them have vanishing surface. Thus $\int|\nabla\Psi|^2=-\int\Psi\nabla^2\Psi$, or

$$\langle T_L\rangle=\langle g\rangle,\qquad g=\frac12|\nabla\ln\Psi|^2.$$

A third form follows from expanding the gradient:

$$\int|\nabla\Psi|^2=\int e^{2J}\left(|\nabla D|^2+2D\nabla D\cdot\nabla J+D^2|\nabla J|^2\right).$$

Integrate the first term by parts:

$$\int e^{2J}|\nabla D|^2=-\int e^{2J}\left(D\nabla^2D+2D\nabla D\cdot\nabla J\right).$$

The mixed terms cancel. Using $\nabla^2D=-2T_0D$ and dividing by $2\int\Psi^2$,

$$\langle T\rangle=T_0+\frac12\left\langle|\nabla J|^2\right\rangle.$$

This estimator is bounded, since $u'$ is. The constant $T_0$ requires $D$ to be an eigenfunction of the Laplacian. For general orbitals the mixed terms still cancel, but $T_0$ is replaced by $\langle-\frac12\nabla^2D/D\rangle$ averaged over $|\Psi|^2$, which depends on $J$ and can fall. It also shows that, with this determinant, any Jastrow factor that is not constant raises the kinetic energy; the gain must come from the potential.

**The nodes.** At a small distance $d$ from a regular point of the nodal surface, measured in the 42-dimensional space, $\Psi\propto d$. So $|\nabla\ln\Psi|=1/d$ and $g=1/(2d^2)$. The program located a node and found $|\nabla\ln\Psi|\,d=0.99998$ at $d=10^{-3}$ bohr. The sampled density is proportional to $d^2$, so the probability of being closer than $d$ goes as $d^3$. Since $g>X$ means $d<(2X)^{-1/2}$,

$$P(g>X)=CX^{-3/2},\qquad \text{with density }\ \tfrac32CX^{-5/2}.$$

The second moment $\int x^2x^{-5/2}dx$ diverges. A blocking error for the raw average of $g$ therefore has no meaning. The tail's share of the mean is finite:

$$\int_X^\infty x\,\frac32Cx^{-5/2}dx=3CX^{-1/2}=3X\,P(g>X).$$

Replacing each sample above a large $X$ by $3X$ thus preserves the mean, up to corrections to the tail law, and makes the variance finite.

The estimator $T_L$ contains $-\nabla\ln D\cdot\nabla J$, which grows as $1/d$. Its second moment, $\int d^2\,d^{-2}\,\mathrm dd$, is finite, so it has a proper standard error. Its fourth moment diverges in general, so the error estimate itself settles slowly.

## The Ewald energy

The periodic pair potential with its background is

$$v(\mathbf r)=\frac{4\pi}{\Omega}\sum_{\mathbf G\ne0}\frac{e^{i\mathbf G\cdot\mathbf r}}{G^2},$$

where $\mathbf G$ runs over integer multiples of $k$ on each axis. The missing $\mathbf G=0$ term gives $v$ zero average. The sum converges slowly, so it is split. A Gaussian unit charge has potential $\mathrm{erf}(\kappa r)/r$, with Fourier transform $4\pi e^{-G^2/4\kappa^2}/G^2$. The remainder $\mathrm{erfc}(\kappa r)/r$ has transform $4\pi(1-e^{-G^2/4\kappa^2})/G^2$, which tends to $\pi/\kappa^2$ as $G\to0$. Summing the remainder over lattice vectors $\mathbf R$ includes this $G=0$ value, which must be removed:

$$v(\mathbf r)=\sum_{\mathbf R}\frac{\mathrm{erfc}(\kappa|\mathbf r+\mathbf R|)}{|\mathbf r+\mathbf R|}+\frac{4\pi}{\Omega}\sum_{\mathbf G\ne0}\frac{e^{-G^2/4\kappa^2}}{G^2}e^{i\mathbf G\cdot\mathbf r}-\frac{\pi}{\kappa^2\Omega}.$$

Each electron also interacts with its own images and background. That potential is $\xi=\lim_{r\to0}[v(\mathbf r)-1/r]$, and half of it counts per electron: $V=\sum_{i<j}v(\mathbf r_{ij})+N\xi/2$. In the limit, $[\mathrm{erfc}(\kappa r)-1]/r\to-2\kappa/\sqrt\pi$. With $\rho_{\mathbf G}=\sum_ie^{i\mathbf G\cdot\mathbf r_i}$, the pair and self terms combine into

$$V=\sum_{i<j}\sum_{\mathbf R}\frac{\mathrm{erfc}(\kappa|\mathbf r_{ij}+\mathbf R|)}{|\mathbf r_{ij}+\mathbf R|}+\frac{2\pi}{\Omega}\sum_{\mathbf G\ne0}\frac{e^{-G^2/4\kappa^2}}{G^2}|\rho_{\mathbf G}|^2-\frac{\kappa N}{\sqrt\pi}-\frac{\pi N^2}{2\kappa^2\Omega}.$$

The self-image sum $\frac N2\sum_{\mathbf R\ne0}\mathrm{erfc}(\kappa|\mathbf R|)/|\mathbf R|$ has been dropped; at $\kappa=4/L$ its largest terms, at $|\mathbf R|=L$, carry the factor $\mathrm{erfc}(4)<e^{-16}$. For alternating charges on a cubic lattice, the same routine and a direct sum both give the Madelung constant 1.747565.

## The algorithm

1. Place the electrons of each walker at random and invert both Slater matrices.
2. In each sweep, attempt one move per electron. Compute $q$ and $\Delta U$, accept or reject, and update $B$ after acceptance.
3. Discard the first sweeps. After each later sweep record $T_L$, $g$, $T_0+\frac12|\nabla J|^2$ and $V$.
4. Average $b$ successive sweeps within each walker. If $m$ block means have standard deviation $s_b$, the error is $s_b/\sqrt m$. Increase $b$ until it levels off.

Blocks must be long compared with the correlation time, yet numerous enough to determine $s_b$. Independent walkers provide a second estimate, from the scatter of their separate means.

## Fourteen electrons at $r_s=2$

The side is $L=2(4\pi\cdot14/3)^{1/3}=7.770$ bohr, so $k=0.8086$ bohr$^{-1}$ and $T_0=6k^2=3.9232$ hartree. Energies below are per cell unless stated otherwise.

**Without a Jastrow factor** the potential energy can be summed by hand. Real and complex plane waves span the same space, so they give the same determinant up to a constant. In its mean energy the direct terms need $\mathbf G=0$ and vanish. Exchange gives $-\frac12\cdot4\pi/(\Omega|\mathbf k-\mathbf k'|^2)$ for each ordered pair of different occupied vectors of one spin, and two spins remove the $\frac12$. Among the seven vectors, 6 pairs have squared separation $k^2$, 12 have $2k^2$ and 3 have $4k^2$. With $4\pi/(\Omega k^2)=1/(\pi L)$,

$$E_x=-\frac{2}{\pi L}\left(6+\frac{12}{2}+\frac34\right)=-\frac{25.5}{\pi L}=-1.0446\ \text{hartree}.$$

With $\xi=-0.36515$ hartree, $V=7\xi+E_x=-3.60065$ hartree. Sampling gives $-3.610\pm0.016$, which tests the moves and the Ewald energy together. The Hartree-Fock energy is $3.92320-3.60065=0.32255$ hartree, or 0.0230 per electron. In the scaling form, $A_{14}=4\times3.9232/14=1.121$ and $B_{14}=-2\times3.60065/14=-0.514$. This determinant is a locally stable Hartree-Fock solution at $r_s=2$, but between $r_s=3$ and $4$ it becomes unstable to spin symmetry breaking, and beyond that the scaling form no longer gives the lowest Hartree-Fock energy.

**Choosing $\alpha$.** Short runs at $\alpha=0.5$, 1.0 and 1.5 give $0.090\pm0.013$, $0.025\pm0.011$ and $0.328\pm0.025$ hartree. The last is no better than Hartree-Fock: too strong a repulsion costs at least as much kinetic energy as it saves in potential, each about 1.1 hartree. The value 1.0 is the best of three, not an optimum: at $\alpha=0.85$ the energy is about $-0.015\pm0.007$ hartree, some 0.045 lower than the value found below. A fresh run keeps the selection from biasing the final average.

**Errors.** That run has 200 walkers and 256 measured sweeps, or 51,200 samples, with 59% of moves accepted.

| Block length (sweeps) | Error (hartree) |
|---:|---:|
| 1 | 0.00290 |
| 4 | 0.00360 |
| 16 | 0.00396 |
| 32 | 0.00398 |
| 64 | 0.00399 |

The plateau agrees with 0.00406 from the scatter of walker means. The squared ratio $(0.00398/0.00290)^2=1.88$ says that, for the total energy, about two sweeps count as one independent sample.

**Kinetic energy.**

| Average | Hartree |
|---|---:|
| $\langle T_L\rangle$ | $4.397\pm0.007$ |
| $T_0+\frac12\langle\lvert\nabla J\rvert^2\rangle$ | $4.400\pm0.001$ |
| $\langle g\rangle$, tail-corrected at $X=40T_0$ | $4.39\pm0.05$ |

All three agree within their errors, and the bounded form is the most precise. The raw mean of $g$ is 4.461. Its largest single sample, 3789 hartree, contributes $3789/51200=0.074$ to that mean. Above $10T_0$ there are 215 samples and above $40T_0$ there are 26, which gives a tail exponent $\ln(215/26)/\ln4=1.52$. A count of 26 is uncertain by about $1/\sqrt{26}\approx0.2$ of itself, which is about $0.2/\ln4\approx0.14$ in the exponent. The result is consistent with the derived $3/2$, but agreement in the second decimal is chance.

**Total energy.** The potential energy is $-4.367\pm0.005$ hartree, so

$$E=4.397-4.367=0.030\pm0.004\ \text{hartree}.$$

Relative to Hartree-Fock the kinetic energy rises by 0.474 and the potential energy falls by 0.766. The net gain is 0.292 hartree, or $0.0209\pm0.0003$ per electron. The energy per electron is $0.0022\pm0.0003$ hartree, or $0.059\pm0.008$ eV.

The quoted errors are statistical. The sampled mean estimates an upper bound for this cell; a better $\alpha$ already lowers it by about 0.003 hartree per electron, ten times the statistical error and enough to change its sign, and a more flexible Jastrow factor or better nodes could lower it further. It is not the energy of the infinite gas, which would require larger cells and an extrapolation in $N$. The numerical check below contains the values for the runs without a Jastrow factor and at $\alpha=0.5$, 1.0 and 1.5.

## Computed results

```
electrons 14, walkers 200, r_s = 2.0 bohr
box side L = 7.77026 bohr, k = 0.80862 1/bohr
Jastrow cutoff = 3.88513 bohr, maximum step per axis = 1.50 bohr
Madelung constant, Ewald / direct sum: 1.747565 / 1.747565
self-image constant xi = -0.365148 hartree, xi*L = -2.837298
T0 = 3.92320 hartree per cell
exchange sum = -1.04461 hartree per cell
HF potential, exact = -3.60065 hartree per cell
HF potential, sampled = -3.6100 +- 0.0155 hartree per cell
HF total energy = 0.32255 hartree per cell, 0.023039 per electron
HF run acceptance = 0.637
scan alpha = 0.5: E = 0.0903 +- 0.0130 hartree per cell
scan alpha = 1.0: E = 0.0250 +- 0.0112 hartree per cell
scan alpha = 1.5: E = 0.3279 +- 0.0248 hartree per cell
chosen alpha = 1.0
b opposite / equal spin = 0.27217 / 0.29601 1/bohr
move ratio, largest relative deviation = 1.0e-15
finite-difference deviation, kinetic / gradient = 1.5e-07 / 2.0e-07
contact energy change, opposite / equal spin = 0.0007 / 0.0006 hartree
contact energy change without Jastrow = 9000.0 hartree
node: d = 1e-03 bohr, |grad ln Psi|*d = 0.99998
node: local kinetic energy times d = 0.0280 hartree bohr
autoregressive error true / blocked / naive = 0.01314 / 0.01197 / 0.00436
production sweeps = 256, samples = 51200, acceptance = 0.592
largest inverse residual = 1.4e-14
block length   1 sweeps: error = 0.00290 hartree per cell
block length   2 sweeps: error = 0.00327 hartree per cell
block length   4 sweeps: error = 0.00360 hartree per cell
block length   8 sweeps: error = 0.00381 hartree per cell
block length  16 sweeps: error = 0.00396 hartree per cell
block length  32 sweeps: error = 0.00398 hartree per cell
block length  64 sweeps: error = 0.00399 hartree per cell
error from independent walkers = 0.00406 hartree per cell
statistical inefficiency = 1.88 sweeps
kinetic, Laplacian = 4.3972 +- 0.0068 hartree per cell
kinetic, bounded = 4.3997 +- 0.0012 hartree per cell
Laplacian minus bounded = -0.0025 +- 0.0078 hartree per cell
kinetic, gradient raw mean = 4.4611 hartree per cell
kinetic, gradient tail-corrected = 4.3874 +- 0.0540 hartree per cell
tail-corrected minus Laplacian = -0.0097 +- 0.0555 hartree per cell
largest gradient sample = 3788.9 hartree per cell
samples above 10 T0 / 40 T0 = 215 / 26, tail exponent = 1.52
potential = -4.3668 +- 0.0049 hartree per cell
spread of local energy, HF / Slater-Jastrow = 1.0401 / 0.6569 hartree
total energy = 0.0304 +- 0.0040 hartree per cell
energy per electron = 0.00217 +- 0.00028 hartree
energy per electron = 0.0590 +- 0.0077 eV
gain over HF per electron = -0.02087 +- 0.00028 hartree
```
